# How series resistance lowers the mobility read from geometric magnetoresistance

## Problem

A transistor channel of length $L$ and width $W\gg L$ joins two long contacts. At small drain bias its resistance without magnetic field is $R_c$. A field $B$ normal to the channel raises the resistance, and the rise gives a mobility without the gate capacitance being known. From the resistance $R(B)$ between the terminals one forms the reading

$$
\mu_{\rm read}=\frac1B\sqrt{\frac{R(B)}{R(0)}-1}. \tag{1}
$$

The terminals also include contacts and access regions. Let these add a resistance $R_s$ that does not depend on $B$ and happens to equal $R_c$. By what factor does the reading differ from the one that the channel alone would give? How is the channel-only reading related to the drift mobility?

Gate voltage, temperature, drain bias and electron density are the same with and without the field.

For numbers, take $L=100$ nm, $W=10\,000$ nm, density $n=10^{13}$ cm$^{-2}$, drift mobility $\mu=200$ cm$^2$/Vs and $B=10$ T. The algebra uses atomic units, in which the electron has charge $-1$ and the product $\mu B$ has no dimension.

## First estimate by scaling

Between collisions an electron of mass $m$ flies for a time of order $\tau$, and the magnetic field turns its velocity at the rate $\omega=B/m$. The turning angle is therefore of order $\omega\tau=\mu B$, with $\mu=\tau/m$. Reversing $B$ reverses the sense of turning but cannot change the resistance of a symmetric channel. The first correction is thus quadratic:

$$
R_c(B)\approx R_c\,(1+c\,\mu^2B^2), \tag{2}
$$

where $c$ is a number of order one that scaling does not supply. By (1), the channel alone would read $\sqrt c\,\mu$.

With $R_s=R_c$, only half of the total resistance responds to the field. The relative rise is halved, and since the reading is the square root of that rise, it falls to about $1/\sqrt2\approx0.71$ of its former value.

A mobility taken from the conductance behaves differently. Assigning the whole resistance to the channel gives $\mu_{\rm cond}=L/(Wn\,R(0))$, which is proportional to $1/R(0)$ and falls by a factor of 2.

The estimate leaves open the value of $c$, the behaviour beyond weak field, and the conditions under which half of the resistance really stays fixed.

## Exact solution of the model

### Motion between collisions

Let $x$ run from contact to contact, $y$ along the contacts, and let $\mathbf B$ point along $z$. Each contact is an equipotential. Far from the side edges of a wide channel nothing depends on $y$, so the potential depends on $x$ alone and $E_y=0$. In other words, the contacts short out the Hall field.

The force on the electron is $-(\mathbf E+\mathbf v\times\mathbf B)$, and $\mathbf v\times\mathbf B=(v_yB,\,-v_xB,\,0)$. Hence

$$
m\dot v_x=-E_x-Bv_y,\qquad m\dot v_y=Bv_x. \tag{3}
$$

Assume that collisions leave the velocity with no preferred direction. Equations (3) are linear, so the initial velocity adds a term that averages to zero, and the mean motion can be started from rest. Differentiating the first equation and inserting the second gives

$$
\ddot v_x=-\omega\dot v_y=-\omega^2v_x,\qquad v_x(0)=0,\quad \dot v_x(0)=-\frac{E_x}{m}.
$$

The solution is

$$
v_x(t)=-\frac{E_x}{m\omega}\sin\omega t .
$$

Integrating $\dot v_y=\omega v_x$ from rest gives

$$
v_y(t)=-\frac{E_x}{m\omega}(1-\cos\omega t).
$$

If collisions occur at the constant rate $1/\tau$, the time $t$ since the last one has probability density $e^{-t/\tau}/\tau$. The averages needed are

$$
\int_0^\infty\frac{e^{-t/\tau}}{\tau}\sin\omega t\,dt=\frac{\omega\tau}{1+\omega^2\tau^2},\qquad
\int_0^\infty\frac{e^{-t/\tau}}{\tau}\cos\omega t\,dt=\frac{1}{1+\omega^2\tau^2}.
$$

With $\beta=\omega\tau=\mu B$ they yield

$$
\bar v_x=-\frac{\mu E_x}{1+\beta^2},\qquad
\bar v_y=-\frac{\mu\beta E_x}{1+\beta^2}. \tag{4}
$$

The current density is $\mathbf j=-n\bar{\mathbf v}$, because the charge is $-1$. Its $x$ component is $j_x=n\mu E_x/(1+\beta^2)$. The current is $Wj_x$ and the voltage is $LE_x$, so

$$
R_c(B)=\frac{L}{Wn\mu}\,(1+\mu^2B^2)=R_c\,(1+\mu^2B^2). \tag{5}
$$

Thus $c=1$ for one isotropic mass and one relaxation time. Within this classical model (5) holds at any field, weak or not.

### Adding the series resistance

The total resistance is

$$
R(B)=R_s+R_c+R_c\mu^2B^2,\qquad R(0)=R_s+R_c .
$$

The rise contains no $R_s$, but the resistance by which (1) divides it does:

$$
\frac{R(B)}{R(0)}-1=\frac{R_c}{R_c+R_s}\,\mu^2B^2 .
$$

Taking the root and dividing by $B$ gives

$$
\mu_{\rm read}=\frac{\mu}{\sqrt{1+R_s/R_c}} . \tag{6}
$$

For $R_s=R_c$ this is $\mu/\sqrt2$. The reading is divided by the square root of two, a loss of 29 percent.

The ratio needs less than (5). Let the channel follow any law $R_c(B)=R_c+\Delta(B)$ with $\Delta>0$. Alone it reads $\sqrt{\Delta/R_c}/B$; with the series part it reads $\sqrt{\Delta/(R_c+R_s)}/B$. The rise $\Delta$ cancels from the ratio, which is $\sqrt{R_c/(R_c+R_s)}$ at every field. For channels that do not follow (5), a weak field may be needed to give the channel-only reading a simple meaning, but it is not needed to obtain the $\sqrt2$.

### Numbers

In engineering units the elementary charge $e$ reappears, and the sheet resistance is $1/(en\mu)=3121$ ohm per square. The channel is $L/W=0.01$ square, so $R_c=31.21$ ohm. The field parameter is

$$
\mu B=0.0200\ \mathrm{m^2/Vs}\times10\ \mathrm{T}=0.200,\qquad(\mu B)^2=0.0400 .
$$

The channel resistance rises by $0.0400\times31.21=1.248$ ohm. The total goes from 62.42 to 63.66 ohm, a relative rise of 0.0200, and the reading is

$$
\mu_{\rm read}=\frac{\sqrt{0.0200}}{10\ \mathrm T}=0.01414\ \mathrm{m^2/Vs}=141.4\ \mathrm{cm^2/Vs},
$$

or 3324 atomic units. Multiplying by $\sqrt{1+R_s/R_c}=\sqrt2$ restores 200 cm$^2$/Vs.

### Other resistance ratios, and a way round $R_s$

For $R_s\ll R_c$, (6) gives $\mu_{\rm read}\approx\mu(1-R_s/2R_c)$. For $R_s\gg R_c$ it gives $\mu_{\rm read}\approx\mu\sqrt{R_c/R_s}$.

Suppose the gate doubles the density while $\mu$ and $R_s$ stay fixed. Then $R_c$ halves, $R_s/R_c=2$, and the reading drops to $0.577\times200=115$ cm$^2$/Vs. A reading that falls with gate voltage is therefore not by itself evidence of a falling mobility.

If $n$, $L$ and $W$ are known, $R_s$ can be eliminated. With $f=R_c/(R_c+R_s)$, the conductance mobility is $\mu_{\rm cond}=f\mu$, while (6) says $\mu_{\rm read}^2=f\mu^2$. Their quotient is

$$
\frac{\mu_{\rm read}^2}{\mu_{\rm cond}}=\mu . \tag{7}
$$

In the example $\mu_{\rm cond}=100$ cm$^2$/Vs, and $141.4^2/100=200$ cm$^2$/Vs. The price is that the density must now be known. Equation (7) also relies on $c=1$; otherwise its left side is $c\mu$.

## Comparison of the estimate with the solution

Scaling gave the correct ratio because the unknown $c$ cancels from it. It could not give the absolute reading, which in weak field is $\sqrt c\,\mu$ for the channel alone and $\sqrt{c/2}\,\mu$ with the equal series resistance. The following cases show how $c$ departs from one.

### A spread of relaxation times

Let electrons of different energy have different mobilities $\mu(\varepsilon)$, and let angle brackets denote the average that gives the drift mobility as $\langle\mu\rangle$. For a two-dimensional parabolic band its weight is $\varepsilon(-\partial f/\partial\varepsilon)$, with $f$ the Fermi function. Since $E_y=0$ for all electrons, their currents add:

$$
\left\langle\frac{\mu}{1+\mu^2B^2}\right\rangle\approx\langle\mu\rangle-B^2\langle\mu^3\rangle .
$$

The resistance is inversely proportional to this, so

$$
\frac{R_c(B)}{R_c}\approx1+\frac{\langle\mu^3\rangle}{\langle\mu\rangle}B^2,\qquad
c=\frac{\langle\mu^3\rangle}{\langle\mu\rangle^3}. \tag{8}
$$

As a strong case take $\tau$ proportional to energy. At 300 K, put all electrons of the example in the lowest subband of the two lowest silicon valleys, with in-plane mass 0.19 electron masses. This is an idealization: a real inversion layer at this density also fills higher subbands and is less degenerate (see the last section). The Fermi level then lies $2.3\,kT$ above the band edge, and numerical integration gives $\sqrt c=1.30$. At 10 T the unexpanded average gives 1.27 instead, so the weak-field limit is not fully reached.

With equal series resistance the reading at 10 T is $1.27/\sqrt2=0.90$ of the drift mobility, about 180 cm$^2$/Vs. The loss by $\sqrt2$ is fully present, but the energy spread hides most of it when the comparison is made with the drift mobility.

### Elongated valleys

For masses $m_x$ and $m_y$, (3) becomes $m_x\dot v_x=-E_x-Bv_y$ and $m_y\dot v_y=Bv_x$. The same elimination gives $\omega^2=B^2/(m_xm_y)$, and therefore

$$
\bar v_x=-\frac{\tau}{m_x}\,\frac{E_x}{1+\mu_x\mu_yB^2},\qquad \mu_{x,y}=\frac{\tau}{m_{x,y}} .
$$

Suppose equal numbers of electrons sit in valleys elongated along $x$ and along $y$, with the same $\tau$. The denominator is common to both groups, so the channel reads $\sqrt{\mu_x\mu_y}$, while the drift mobility is $(\mu_x+\mu_y)/2$. Their ratio is

$$
\sqrt c=\frac{2\sqrt{m_xm_y}}{m_x+m_y}=0.75
$$

for masses of 0.19 and 0.92. This is the limit in which the four in-plane elongated valleys of silicon hold all the electrons.

### Finite width

Near the side edges the Hall field is not shorted. Equation (4), together with the same result turned by 90 degrees for a field along $y$, gives

$$
j_x=s(E_x-\beta E_y),\qquad j_y=s(E_y+\beta E_x),\qquad s=\frac{n\mu}{1+\beta^2}. \tag{9}
$$

In a long, narrow channel $j_y=0$ forces $E_y=-\beta E_x$. Then $j_x=s(1+\beta^2)E_x=n\mu E_x$, and for a single mobility the magnetoresistance vanishes. With a spread of mobilities a smaller part remains: in the case above with $\tau$ proportional to energy, the weak-field value is $c=0.24$ instead of 1.70. The effect in (5) is geometric in this sense.

For intermediate shapes write $\mathbf E=-\nabla\phi$. The divergence of (9) reduces to $\nabla^2\phi=0$, because the terms in $\beta$ form the curl of $\mathbf E$. Expand $\phi=-E_0x+\beta\phi_1+\dots$, where the bias fixes $E_0$. The contacts require $\phi_1=0$ at $x=0$ and $x=L$. The edges, where $j_y=0$, require $\partial_y\phi_1=E_0$ at $y=0$ and $y=W$. With $k_q=q\pi/L$, and the constant $E_0$ expanded as $\sum_{q\ \rm odd}(4E_0/q\pi)\sin k_qx$, the solution is

$$
\phi_1=\sum_{q\ \rm odd}\frac{4E_0}{q\pi k_q}\,
\frac{\sinh k_q(y-W/2)}{\cosh(k_qW/2)}\,\sin k_qx .
$$

The current $I$ through every cross-section is the same, so it may be averaged over $x$. To second order in $\beta$, here and in (10),

$$
I=\frac sL\int_0^L\!\!\int_0^W(E_x-\beta E_y)\,dy\,dx
= sWE_0+\frac{s\beta^2}{L}\int_0^L[\phi_1(x,W)-\phi_1(x,0)]\,dx .
$$

The difference of $\phi_1$ between the edges contributes $2\tanh(k_qW/2)$ in each term, and $\int_0^L\sin k_qx\,dx=2/k_q$ for odd $q$. Collecting factors,

$$
I=sWE_0(1+g\beta^2),\qquad
g=\frac{16L}{\pi^3W}\sum_{q\ \rm odd}\frac{\tanh(q\pi W/2L)}{q^3}. \tag{10}
$$

The resistance ratio is $(1+\beta^2)/(1+g\beta^2)\approx1+(1-g)\beta^2$, so $c=1-g$. A square channel has $c=0.50$. For $W/L=100$, $g=0.0054$, and the channel-only reading falls by 0.3 percent.

## When half of the resistance does not stay fixed

If $R_s$ is a separate resistor, the effects above change $c$ and leave the $\sqrt2$ alone. A magnetoresistance of the access regions attacks the $\sqrt2$ itself. If they are also wide and short, with mobility $\mu_s$, the two rises add, and

$$
\mu_{\rm read}^2=\frac{R_c\mu^2+R_s\mu_s^2}{R_c+R_s}. \tag{11}
$$

For $\mu_s=\mu$, as when the access regions are ungated parts of the same layer with the same mobility, the reading is $\mu$ and nothing is lost. When $R_s\mu_s^2\ll R_c\mu^2$, (6) returns.

In a very wide device it does not matter whether $R_s$ is a separate resistor or a strip joined to the channel: $E_y=0$ in both regions, and their resistances add. At finite width the junction is not an equipotential near the edges, and joined strips lower the reading further. For a square channel between two strips, each half as long, with the same sheet resistance and no response to the field, the reading in weak field is 0.52 of that of the square channel alone, instead of 0.71. Finite-element solutions were made for $W/L=12$ and 24, with access strips of total length $L$, the channel's zero-field sheet resistance and no response to the field. Since extra width adds only interior conductance, the results can be extended linearly to $W/L=100$. This gives a reading of $0.703\,\mu$, against $0.707\,\mu$ for infinite width.

## The example beside a real transistor

The parameters are round values in the rough range of a silicon n-channel transistor in strong inversion. The series resistance corresponds to about 312 ohm µm, a plausible rough size, but its equality with $R_c$ is a choice. The assumption most open to doubt is a field-independent $R_s$. If all of it lay in wide, heavily doped silicon with a rough mobility of 80 cm$^2$/Vs, (11) would give 152 cm$^2$/Vs instead of 141. Multiplying that by $\sqrt2$ would overestimate the channel mobility by about 8 percent. Metal contacts that do not respond to the field would reduce this error.

Ballistic effects are also not quite negligible in so short a channel. Even without scattering, a channel has a finite conductance per width, $G_b=(4e^2/h)\int(k/\pi)(-\partial f/\partial\varepsilon)\,d\varepsilon$, where $k$ is the wave number at energy $\varepsilon$ and the 4 counts two spins and two valleys. Dividing the sheet conductance by $G_b$ gives a length of 13 nm. If this ballistic part acts as a field-independent addition of 13 percent to the channel resistance, the channel-only reading falls by 6 percent. This is an estimate, because the field also acts on the ballistic part. Solving the Boltzmann equation for elastic isotropic scattering with constant $\tau$ between two ideal contacts gives a fall of about 8 percent. Real electrons at this density also occupy higher levels. A self-consistent estimate for a (100) surface, with a depletion charge of 0.5 to $2\times10^{12}$ cm$^{-2}$, puts only 65 to 75 percent of them in the lowest subband. The Fermi level then lies 1.4 to $1.7\,kT$ above that subband, and the ballistic length at the same drift mobility is about 11 nm. The values $2.3\,kT$, $\sqrt c=1.30$ and 13 nm belong to the one-subband model. If $R_c$ is taken to mean the whole gated resistance, ballistic part included, the ratio for $R_s=R_c$ remains $1/\sqrt2$.

The classical treatment of the orbits is reasonable here: the cyclotron energy is 6 meV, below both the thermal energy of 26 meV and the collision broadening $\hbar/\tau$ of 30 meV. At a drain bias of 10 mV the channel takes 5 mV, and the drift speed is $10^5$ cm/s, far below the rough saturation value of $10^7$ cm/s. Carrier heating should therefore be small.

Numerical values quoted here were computed with a short program.
